\section*{The Oxygen–Oxygen Weight in Neutron Diffraction from InGaZnO4}

\section*{Problem}

The interference part of a neutron diffraction pattern of amorphous InGaZnO$_4$ is a sum of contributions from ten kinds of atom pair: In--In, In--Ga, and so on to O--O. The coherent scattering lengths are
\[
b_{\rm In}=4.065,\qquad b_{\rm Ga}=7.288,\qquad b_{\rm Zn}=5.680,\qquad b_{\rm O}=5.803\ \text{fm}.
\]
With what weight does the O--O partial structure factor enter the total structure factor, in the Faber--Ziman convention, where both the partial and the total functions tend to 1 at large wave vector $Q$?

The sample is taken as homogeneous, isotropic and stoichiometric. Each neutron scatters at most once, its energy change is neglected (the static approximation), and the scattering lengths are real constants.

\section*{A tempting solution}

Scattered intensity goes as the square of the scattering length. With atomic fractions $c_{\rm O}=4/7$ and $c_{\rm In}=c_{\rm Ga}=c_{\rm Zn}=1/7$, the mean square length is $\langle b^2\rangle=\sum_a c_a b_a^2=33.80\ \text{fm}^2$. The oxygen share of the intensity is then
\[
\frac{c_{\rm O}b_{\rm O}^2}{\langle b^2\rangle}
=\frac{0.5714\times(5.803)^2}{33.80}=0.569 ,
\]
and this is offered as the O--O weight.

\section*{Where it fails}

Apply the same rule to the other like pairs. The weights of In--In, Ga--Ga, Zn--Zn and O--O would be $c_ab_a^2/\langle b^2\rangle$, and these four numbers already add up to 1. Nothing is left for the six unlike pairs, although waves from a metal atom and an oxygen atom certainly interfere.

The rule has counted atoms instead of pairs. The quantity $c_{\rm O}b_{\rm O}^2$ is what oxygen atoms scatter each on its own, without interference. It carries one factor of $c_{\rm O}$, whereas the number of O--O pairs grows as $c_{\rm O}^2$. The fault does not come from the differences between the lengths: if all $b_a$ were equal, the rule would give $c_{\rm O}=0.571$, while the fraction of pairs that are O--O in a large sample is $c_{\rm O}^2=0.327$.

\section*{Right solution}

\subsection*{Separating atoms from pairs}

For $N$ atoms at positions $\mathbf r_j$, the coherent intensity per atom at $Q\neq0$ is
\begin{equation}
I(Q)=\frac1N\Big\langle\Big|\sum_j b_j e^{i\mathbf Q\cdot\mathbf r_j}\Big|^2\Big\rangle
=\frac1N\sum_{i,j}b_ib_j\big\langle e^{i\mathbf Q\cdot(\mathbf r_i-\mathbf r_j)}\big\rangle .
\end{equation}
The average runs over configurations and over directions of $\mathbf Q$, and the forward beam is left out. In the terms with $i=j$ the exponential is 1, so they give
\begin{equation}
\frac1N\sum_j b_j^2=\sum_a c_ab_a^2=\langle b^2\rangle .
\end{equation}
This is the part that the tempting solution divided up. It holds no information about structure.

The terms with $i\neq j$ are sorted by species. Define the partial structure factor by
\begin{equation}
S_{ab}(Q)-1=\frac{1}{Nc_ac_b}\sum_{i\in a}\sum_{\substack{j\in b\\ j\ne i}}
\big\langle e^{i\mathbf Q\cdot(\mathbf r_i-\mathbf r_j)}\big\rangle .
\label{eq:partial}
\end{equation}
Every pair in this double sum has the same product $b_ab_b$, which can be taken outside. The double sum itself equals $Nc_ac_b(S_{ab}-1)$, and the prefactor $1/N$ of the intensity cancels the $N$. Hence
\begin{equation}
I(Q)=\langle b^2\rangle+\sum_{a,b}c_ac_b\,b_ab_b\,\big[S_{ab}(Q)-1\big],
\label{eq:I}
\end{equation}
where $a$ and $b$ each run over all four species.

\subsection*{Normalization}

The total structure factor must be a weighted mean of the partials, so the coefficients in Eq.~(\ref{eq:I}) have to be divided by their own sum. The double sum factorizes:
\begin{equation}
\sum_{a,b}c_ac_bb_ab_b=\Big(\sum_ac_ab_a\Big)\Big(\sum_bc_bb_b\Big)=\langle b\rangle^2 .
\end{equation}
The divisor is therefore the square of the mean, not the mean of the square. Define
\begin{equation}
S(Q)=1+\frac{I(Q)-\langle b^2\rangle}{\langle b\rangle^2},
\qquad
w_{ab}=\frac{c_ac_bb_ab_b}{\langle b\rangle^2}.
\end{equation}
Inserting Eq.~(\ref{eq:I}) and using $\sum_{a,b}w_{ab}=1$,
\begin{equation}
S=1+\sum_{a,b}w_{ab}(S_{ab}-1)
=1+\sum_{a,b}w_{ab}S_{ab}-1
=\sum_{a,b}w_{ab}S_{ab}.
\label{eq:S}
\end{equation}

An unlike pair such as In--O appears twice in this sum, as $(a,b)$ and as $(b,a)$. If each kind of pair is listed once, its weight is $2w_{ab}$. The O--O term appears once and gets no factor of 2, because both orders of two oxygen atoms are already inside the double sum of Eq.~(\ref{eq:partial}). Thus
\begin{equation}
w_{\rm OO}=f^2,\qquad
f=\frac{c_{\rm O}b_{\rm O}}{\langle b\rangle}
=\frac{4b_{\rm O}}{b_{\rm In}+b_{\rm Ga}+b_{\rm Zn}+4b_{\rm O}} .
\end{equation}
The common factor $1/7$ has cancelled in $f$, which is the oxygen share of the summed scattering length.

\subsection*{Numbers}

Per formula unit, the three metals contribute $4.065+7.288+5.680=17.033$ fm and the four oxygen atoms $4\times5.803=23.212$ fm. The total is 40.245 fm, so
\begin{equation}
f=\frac{23.212}{40.245}=0.5768,\qquad
\boxed{w_{\rm OO}=f^2=0.333}
\end{equation}

The metals together hold the share $1-f$. Expanding $[f+(1-f)]^2=1$ gives the grouped weights: $2f(1-f)=0.488$ for metal--oxygen pairs and $(1-f)^2=0.179$ for metal--metal pairs. The three groups add up to 1, and the unlike pairs now have their share.

The decomposition was tested on 168 atoms placed at random in a periodic box of edge 12.71~\AA, with a minimum separation of 1.7~\AA. This is not a model of the oxide; Eq.~(\ref{eq:S}) has to hold for any arrangement. The total intensity was computed from the summed amplitude and the partials from sums over pairs, at 160 wave vectors. A least-squares fit of the total by the ten partials, with all coefficients free, returned 0.33266 for O--O, in agreement with the formula, and a sum of weights equal to 1.000000.

\section*{Reading the weight}

\paragraph{Why it is close to one third.} Write $w_{\rm OO}=c_{\rm O}^2\,(b_{\rm O}/\langle b\rangle)^2$. The mean length is 5.749 fm, so oxygen lies within 1\% of it, and the weight exceeds the pair fraction $c_{\rm O}^2=0.327$ by about 2\%. For neutrons, this oxide weights O--O pairs nearly by their number.

\paragraph{X-rays as a second case.} The same algebra holds for X-rays if $b_a$ is replaced by the atomic form factor. For neutral atoms this tends to the atomic number as $Q\to0$, and
\[
w_{\rm OO}^{\rm X}=\Big(\frac{4\times8}{49+31+30+4\times8}\Big)^2=\Big(\frac{32}{142}\Big)^2=0.051 .
\]
In this limit the neutron weight is between six and seven times larger; with formal ionic charges (10 electrons on O$^{2-}$, the same total of 142) it would be about four times larger. At finite $Q$ the form factors fall at different rates, so the X-ray weight depends on $Q$: neutral-atom form factors give about 0.037 at 3~\AA$^{-1}$ and 0.024 at 5~\AA$^{-1}$, some 9 and 14 times below the neutron weight. With constant scattering lengths the neutron weight does not depend on $Q$.

\paragraph{Real space.} Let $\rho$ be the number density of atoms and $g_{ab}(r)$ the partial pair distribution function. Around each of the $Nc_a$ atoms of species $a$, the density of $b$ atoms is $\rho c_bg_{ab}(r)$. Equation~(\ref{eq:partial}) then becomes, with the forward beam removed by subtracting 1 from $g_{ab}$,
\begin{equation}
S_{ab}(Q)-1=\frac{Nc_a\,\rho c_b}{Nc_ac_b}\int(g_{ab}-1)e^{i\mathbf Q\cdot\mathbf r}d^3r
=\rho\int(g_{ab}-1)e^{i\mathbf Q\cdot\mathbf r}d^3r .
\end{equation}
The transform is linear and its prefactor is the same for all pairs, so $g(r)=\sum_{a,b}w_{ab}g_{ab}(r)$ with unchanged weights, provided the weights do not depend on $Q$. This holds for constant neutron lengths but not for X-rays. A fit to distance histograms of the same random atoms also returned 0.33266.

The weight multiplies a function; it is not the fraction of the area under a given peak. If an oxygen atom has $n_{\rm OO}$ oxygen neighbours in a shell, then $\int4\pi r^2\rho\,g_{\rm OO}\,dr=n_{\rm OO}/c_{\rm O}$ over that shell. The O--O contribution to the area under $4\pi r^2\rho\,g(r)$ is therefore $w_{\rm OO}n_{\rm OO}/c_{\rm O}=0.58\,n_{\rm OO}$.

\section*{What the number 0.569 does mean}

The Ashcroft--Langreth partials keep the self term inside the like-pair functions:
\begin{equation}
S^{\rm AL}_{ab}=\delta_{ab}+\sqrt{c_ac_b}\,(S_{ab}-1).
\end{equation}
Multiply by $\sqrt{c_ac_b}\,b_ab_b$ and sum. The first term gives $\sum_ac_ab_a^2=\langle b^2\rangle$ and the second gives the pair sum of Eq.~(\ref{eq:I}), so
\begin{equation}
\frac{I(Q)}{\langle b^2\rangle}=\sum_{a,b}\frac{\sqrt{c_ac_b}\,b_ab_b}{\langle b^2\rangle}\,S^{\rm AL}_{ab}(Q).
\end{equation}
Here the O--O coefficient is $c_{\rm O}b_{\rm O}^2/\langle b^2\rangle=0.569$. The tempting number is thus the right coefficient of a different function. At large $Q$ the unlike functions $S^{\rm AL}_{ab}$ vanish, which is why the like-pair coefficients alone add up to 1.

A third choice keeps the Faber--Ziman partials but divides the pair sum by $\langle b^2\rangle$. The O--O coefficient is then $c_{\rm O}^2b_{\rm O}^2/\langle b^2\rangle=0.325$, lower by the factor $\langle b\rangle^2/\langle b^2\rangle=33.05/33.80=0.978$. A quoted weight needs its convention beside it.

\section*{Real films}

Deposited films need not be stoichiometric. For InGaZnO$_x$ with the metals held fixed, let $B$ be the metal sum, so that $f=xb_{\rm O}/(B+xb_{\rm O})$. Then
\begin{equation}
\frac{d\ln w_{\rm OO}}{d\ln x}=2\frac{d\ln f}{d\ln x}
=2\Big(1-\frac{xb_{\rm O}}{B+xb_{\rm O}}\Big)=2(1-f)=0.85 .
\end{equation}
Lowering $x$ from 4 to 3.9, a change of $-2.5\%$, lowers the weight by about 2\%, to 0.326. If zinc is lost with the oxygen, as in InGaZn$_{0.9}$O$_{3.9}$, the weight rises to 0.335, because the total length then falls by 2.9\% and the oxygen part by 2.5\%. Hydrogen at a rough $10^{21}\ \text{cm}^{-3}$, in an oxide of rough density 6.1 g/cm$^3$, amounts to 0.085 atoms per formula unit. Its scattering length is negative, roughly $-3.7$ fm, which reduces the total and raises the weight to 0.338. For these examples the third decimal of 0.333 belongs to the ideal formula, not to the film.

Other effects disturb the measurement itself. With a rough incoherent cross-section of 80 barn, the same hydrogen adds a background of about 0.23 times the coherent scattering of the oxide, which must be subtracted before $S(Q)$ is formed. Indium absorbs neutrons, roughly 190 barn at a wavelength of 1.8~\AA, so with this absorption alone a 1 mm slab crossed at normal incidence transmits
\[
\exp(-1.17\times10^{22}\times190\times10^{-24}\times0.1)=0.80 .
\]
At a given wavelength and angle this attenuation multiplies all pair terms alike and leaves their ratios unchanged. The resonance of $^{115}$In at 1.46 eV that causes this absorption also makes $b_{\rm In}$ depend on energy, even well below the resonance. The value 4.065 fm belongs to thermal neutrons near 1.8~\AA, which reach only $Q\approx7$~\AA$^{-1}$. A single-level Breit--Wigner estimate gives roughly 3.8 fm at 0.7~\AA\ and 3.5 fm at 0.5~\AA, which raises the O--O weight to about 0.336 and 0.342. The weight must therefore be evaluated with the length at the wavelength used, and it is not constant across a time-of-flight spectrum.

The amount of material is the harder limit. With interference neglected, the mean coherent cross-section is $4\pi\langle b^2\rangle=4.25$ barn per atom. At $8.19\times10^{22}$ atoms per cm$^3$, a film 1~$\mu$m thick at normal incidence scatters a fraction $3.5\times10^{-5}$ of the beam, and a transistor channel some tens of nanometres thick scatters far less. In this geometry a bulk powder or a large stack of films is the more practical sample. Even then, one pattern gives one weighted sum of ten unknown functions: the weight 0.333 states how strongly O--O order shows in that sum, but does not isolate it. The program prints the remaining pair weights.

\section*{Calculated quantities}
\begin{verbatim}
In: b = 4.065 fm, atomic fraction = 0.14286
Ga: b = 7.288 fm, atomic fraction = 0.14286
Zn: b = 5.680 fm, atomic fraction = 0.14286
O: b = 5.803 fm, atomic fraction = 0.57143
metal sum of b per formula unit = 17.033 fm
oxygen sum of b per formula unit = 23.212 fm
total sum of b per formula unit = 40.245 fm
<b> = 5.74929 fm
<b>^2 = 33.0543 fm^2
<b^2> = 33.8001 fm^2
<b^2> - <b>^2 = 0.7458 fm^2
oxygen share f = 0.57677
O-O weight, formula = 0.33266
O-O weight, fitted to S(Q) = 0.33266
O-O weight, fitted to g(r) = 0.33266
weight In-In (pair listed once) = 0.01020
weight In-Ga (pair listed once) = 0.03658
weight In-Zn (pair listed once) = 0.02851
weight In-O (pair listed once) = 0.11651
weight Ga-Ga (pair listed once) = 0.03279
weight Ga-Zn (pair listed once) = 0.05112
weight Ga-O (pair listed once) = 0.20889
weight Zn-Zn (pair listed once) = 0.01992
weight Zn-O (pair listed once) = 0.16280
weight O-O (pair listed once) = 0.33266
sum of fitted weights = 1.000000
metal-oxygen weight = 0.48821
metal-metal weight = 0.17913
O-O, distinct part over <b^2> = 0.32532
O-O, Ashcroft-Langreth = 0.56931
O-O, X-ray, Q to 0, neutral atoms = 0.05078
test box: 168 atoms, edge 12.71 angstrom
test box: minimum separation 1.7 angstrom
wave vectors used = 160, distance bins used = 50
d ln w_OO / d ln x = 0.8465
O-O weight for InGaZnO3.9 = 0.3256
O-O weight for InGaZn0.9O3.9 = 0.3351
rough mass density = 6.1 g/cm^3
formula units = 1.170e+22 cm^-3
atoms = 8.192e+22 cm^-3
rough H density = 1e+21 cm^-3, rough b_H = -3.7 fm
H per formula unit = 0.085
O-O weight with this H = 0.3379
rough H incoherent cross-section = 80 barn
H incoherent / oxide coherent scattering = 0.23
mean coherent cross-section = 4.247 barn per atom
fraction scattered by 1 um film = 3.5e-05
rough In absorption at 1.8 angstrom = 190 barn
transmission of 1 mm slab, In absorption = 0.80
\end{verbatim}
